# Coulomb Shift of Donor-Acceptor Pair Emission at Five Nanometres: a program that tests the result

```python
# Result under test: donor-acceptor pair emission is shifted up by
#     shift = 1 / (eps * r)      (atomic units)
# relative to infinitely distant pairs, because the ions D+ and A- left
# after emission attract each other.
# eps: static relative permittivity; r: donor-acceptor separation.
# Neglected effects are sized for a rough silicon-like case:
# neutral-cloud interaction, mass anisotropy, free carriers, other ions.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import eigh
from scipy.optimize import minimize

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
COULOMB_EV_NM = const.e / (4 * math.pi * const.epsilon_0) * 1e9


def ion_field_energy(r, eps):
    """Interaction part of the field energy of charges +1 and -1.

    Integrates eps*E1.E2/(4 pi) over all space in spheroidal coordinates
    xi = 1/w and eta, with the two charges at the foci.
    """
    def integrand(eta, w):
        xi = 1 / w
        r1 = r / 2 * (xi + eta)
        r2 = r / 2 * (xi - eta)
        dot = (r1**2 + r2**2 - r**2) / 2 / (r1**3 * r2**3)
        volume = 2 * math.pi * (r / 2)**3 * (xi**2 - eta**2) / w**2
        return -dot * volume / (4 * math.pi * eps)
    return dblquad(integrand, 0, 1, -1, 1, epsabs=1e-8, epsrel=1e-7)[0]


for r_test in (2.0, 3.0):
    expected = -1 / (11 * r_test)
    assert abs(ion_field_energy(r_test, 11.0) / expected - 1) < 1e-4


# ---- main result -------------------------------------------------------
eps = 11.0
r_nm = 5.0
gap_ev, donor_ev, acceptor_ev = 1.17, 0.045, 0.045   # rough silicon values

r_bohr = r_nm / BOHR_NM
shift_hartree = 1 / (eps * r_bohr)
shift_ev = shift_hartree * HARTREE_EV
shift_mev = 1000 * shift_ev
assert abs(shift_ev / (COULOMB_EV_NM / (eps * r_nm)) - 1) < 1e-7
assert abs(shift_mev - 26) < 0.5
photon_far = gap_ev - donor_ev - acceptor_ev
photon_near = photon_far + shift_ev


# ---- first-order interaction of the two neutral centres ----------------
def hydrogen_pair_energy(rho):
    """Two neutral 1s atoms, no exchange; energy unit 1/(eps a)."""
    poly = 1 + 5 * rho / 8 - 3 * rho**2 / 4 - rho**3 / 6
    return math.exp(-2 * rho) * poly / rho


def hydrogen_pair_fourier(rho):
    """The same energy from the form factor of the 1s charge cloud."""
    def integrand(k):
        form = (1 + k**2 / 4)**-2
        return np.sinc(k * rho / math.pi) * (form**2 - 2 * form)
    value = quad(integrand, 0, 200, limit=1000, epsabs=1e-10)[0]
    return 1 / rho + 2 / math.pi * value


for rho_test in (1.5, 2.5, 3.5):
    difference = (hydrogen_pair_energy(rho_test)
                  - hydrogen_pair_fourier(rho_test))
    assert abs(difference) < 1e-6


# ---- second-order interaction: C6 from hydrogenic p states -------------
def p_states(size):
    """Excitation energies and z dipoles, radial basis r^p exp(-r)."""
    def moment(n):
        return math.factorial(n) / 2**(n + 1)
    powers = range(2, 2 + size)
    overlap = np.array([[moment(p + q) for q in powers] for p in powers])
    ham = np.array([[0.5 * (p * q * moment(p + q - 2)
                            - (p + q) * moment(p + q - 1) + moment(p + q))
                     + moment(p + q - 2) - moment(p + q - 1)
                     for q in powers] for p in powers])
    dipole = np.array([2 * moment(p + 2) / math.sqrt(3) for p in powers])
    energies, vectors = eigh(ham, overlap)
    return energies + 0.5, vectors.T @ dipole


def dispersion_coefficient(size):
    omega, z = p_states(size)
    return 6 * np.sum(np.outer(z**2, z**2) / np.add.outer(omega, omega))


c6 = dispersion_coefficient(6)
assert abs(c6 - dispersion_coefficient(5)) < 1e-2
omega, z = p_states(6)
assert abs(2 * np.sum(z**2 / omega) - 4.5) < 1e-6   # hydrogen polarizability

# Dipole-coupled pair: ground state plus doubly excited states x, y, z.
distance = 20.0
coupling = np.concatenate([factor * np.outer(z, z).ravel()
                           for factor in (1, 1, -2)]) / distance**3
pair = np.diag(np.concatenate([[0.0],
                               np.tile(np.add.outer(omega, omega).ravel(), 3)]))
pair[0, 1:] = coupling
pair[1:, 0] = coupling
lowest = np.linalg.eigvalsh(pair)[0]
assert abs(-lowest * distance**6 / c6 - 1) < 1e-4


def neutral_corrections_mev(radius_nm):
    """Changes of photon energy: cloud penetration, mutual polarization."""
    rho = r_nm / radius_nm
    unit = 1000 * COULOMB_EV_NM / (eps * radius_nm)
    # Opposite charge signs on one centre reverse the first-order energy.
    return -unit * hydrogen_pair_energy(rho), -unit * c6 / rho**6


radius_nm = COULOMB_EV_NM / (2 * eps * donor_ev)
penetration, polarization = neutral_corrections_mev(radius_nm)


# ---- donor with anisotropic mass, variational ellipsoidal 1s -----------
def donor_variational(mass_t, mass_l):
    """Energy and the transverse and longitudinal radii, atomic units."""
    def energy(radii):
        a, b = np.abs(radii)
        inverse = quad(lambda u: 1 / math.sqrt(a**2 * (1 - u**2)
                                               + b**2 * u**2), 0, 1)[0]
        return (2 / (mass_t * a**2) + 1 / (mass_l * b**2)) / 6 - inverse / eps
    fit = minimize(energy, [40.0, 30.0], method="Nelder-Mead",
                   options={"xatol": 1e-5, "fatol": 1e-13, "maxiter": 2000})
    assert fit.success
    return fit.fun, abs(fit.x[0]), abs(fit.x[1])


iso_energy, iso_a, iso_b = donor_variational(0.3, 0.3)
assert abs(iso_energy / (-0.3 / (2 * eps**2)) - 1) < 1e-6
assert abs(iso_a / (eps / 0.3) - 1) < 1e-3
mass_t, mass_l = 0.19, 0.92                         # rough silicon values
aniso_energy, aniso_a, aniso_b = donor_variational(mass_t, mass_l)
assert -mass_l / (2 * eps**2) < aniso_energy < -mass_t / (2 * eps**2)
wide_nm = (aniso_a**2 * aniso_b)**(1 / 3) * BOHR_NM
wide_penetration, wide_polarization = neutral_corrections_mev(wide_nm)

# ---- free carriers and other ions --------------------------------------
temperature = 20.0
carriers_cm3 = 1e13
ions_cm3 = 1e15
debye_nm = 1e9 * math.sqrt(eps * const.epsilon_0 * const.k * temperature
                           / (carriers_cm3 * 1e6 * const.e**2))
s_test = 0.5     # separation divided by screening length
fourier = quad(lambda x: x / (x**2 + s_test**2), 0, np.inf,
               weight="sin", wvar=1.0, limlst=200)[0]
assert abs(2 / math.pi * fourier - math.exp(-s_test)) < 1e-5
screening_change = shift_mev * (math.exp(-r_nm / debye_nm) - 1)
ion_distance_nm = (3 / (4 * math.pi * ions_cm3))**(1 / 3) * 1e7
ion_change = 1000 * COULOMB_EV_NM * r_nm / (eps * ion_distance_nm**2)

eps_si = 11.7                                       # rough silicon value
shift_si = 1000 * COULOMB_EV_NM / (eps_si * r_nm)
kt_mev = 1000 * const.k / const.e

# ---- output ------------------------------------------------------------
print(f"relative permittivity: {eps:.1f}")
print(f"pair separation: {r_nm:.1f} nm")
print(f"pair separation in atomic units: {r_bohr:.3f} bohr")
print(f"one hartree: {HARTREE_EV:.4f} eV")
print(f"e^2/(4 pi eps0): {COULOMB_EV_NM:.5f} eV nm")
print(f"Coulomb upshift: {shift_hartree:.4e} hartree")
print(f"Coulomb upshift: {shift_ev:.5f} eV = {shift_mev:.2f} meV")
print(f"gap (rough): {gap_ev:.3f} eV")
print(f"donor binding (rough): {donor_ev:.3f} eV")
print(f"acceptor binding (rough): {acceptor_ev:.3f} eV")
print(f"photon energy, infinite separation: {photon_far:.4f} eV")
print(f"photon energy, 5 nm pair: {photon_near:.4f} eV")
for other_nm in (10.0, 20.0):
    other = 1000 * COULOMB_EV_NM / (eps * other_nm)
    print(f"upshift at {other_nm:.0f} nm: {other:.2f} meV")
print(f"slope of upshift at 5 nm: {-shift_mev / r_nm:.2f} meV/nm")
print(f"upshift with permittivity {eps_si:.1f}: {shift_si:.2f} meV")
print(f"change from that permittivity: {shift_si - shift_mev:.2f} meV")
print(f"cloud radius from binding energy: {radius_nm:.2f} nm")
print(f"separation / cloud radius: {r_nm / radius_nm:.2f}")
print(f"cloud penetration: {penetration:+.2f} meV")
print(f"C6 in hydrogenic units: {c6:.3f}")
print(f"mutual polarization: {polarization:+.2f} meV")
print(f"transverse, longitudinal mass (rough): {mass_t}, {mass_l} m_e")
print(f"variational binding: {-aniso_energy * HARTREE_EV:.4f} eV")
print(f"transverse radius: {aniso_a * BOHR_NM:.2f} nm")
print(f"longitudinal radius: {aniso_b * BOHR_NM:.2f} nm")
print(f"geometric-mean radius: {wide_nm:.2f} nm")
print(f"penetration, mean radius: {wide_penetration:+.2f} meV")
print(f"polarization, mean radius: {wide_polarization:+.2f} meV")
print(f"temperature: {temperature:.0f} K")
print(f"free-carrier density: {carriers_cm3:.0e} cm^-3")
print(f"Debye length: {debye_nm:.0f} nm")
print(f"change from free carriers: {screening_change:+.2f} meV")
print(f"density of other ions: {ions_cm3:.0e} cm^-3")
print(f"typical distance to another ion: {ion_distance_nm:.1f} nm")
print(f"change from one such ion, up to +/-: {ion_change:.2f} meV")
print(f"thermal energy at 20 K: {20 * kt_mev:.2f} meV")
print(f"thermal energy at 300 K: {300 * kt_mev:.2f} meV")
print("tests ok")
```

Printed output:

```
relative permittivity: 11.0
pair separation: 5.0 nm
pair separation in atomic units: 94.486 bohr
one hartree: 27.2114 eV
e^2/(4 pi eps0): 1.43996 eV nm
Coulomb upshift: 9.6214e-04 hartree
Coulomb upshift: 0.02618 eV = 26.18 meV
gap (rough): 1.170 eV
donor binding (rough): 0.045 eV
acceptor binding (rough): 0.045 eV
photon energy, infinite separation: 1.0800 eV
photon energy, 5 nm pair: 1.1062 eV
upshift at 10 nm: 13.09 meV
upshift at 20 nm: 6.55 meV
slope of upshift at 5 nm: -5.24 meV/nm
upshift with permittivity 11.7: 24.61 meV
change from that permittivity: -1.57 meV
cloud radius from binding energy: 1.45 nm
separation / cloud radius: 3.44
cloud penetration: +0.34 meV
C6 in hydrogenic units: 6.499
mutual polarization: -0.35 meV
transverse, longitudinal mass (rough): 0.19, 0.92 m_e
variational binding: 0.0335 eV
transverse radius: 2.29 nm
longitudinal radius: 1.31 nm
geometric-mean radius: 1.90 nm
penetration, mean radius: +0.76 meV
polarization, mean radius: -1.36 meV
temperature: 20 K
free-carrier density: 1e+13 cm^-3
Debye length: 324 nm
change from free carriers: -0.40 meV
density of other ions: 1e+15 cm^-3
typical distance to another ion: 62.0 nm
change from one such ion, up to +/-: 0.17 meV
thermal energy at 20 K: 1.72 meV
thermal energy at 300 K: 25.85 meV
tests ok
```
